\section*{Comment on the initial acceleration of a Bloch electron}

\section{The argument under comment}

The manuscript considers one electron at the top of the lowest band of a one-dimensional crystal, where the effective mass $m^*$ is negative. A uniform force $F$ is switched on suddenly at $t=0$. The author reasons in three lines. The crystal momentum obeys $\dot k=F$. The velocity is the slope of the band, $v=dE/dk$. Therefore
\begin{equation}
\dot v=\frac{d^2E}{dk^2}\,\dot k=\frac{F}{m^*}
\label{claim}
\end{equation}
from the first instant, and the electron sets off against the force.

The first line is correct. The second holds for an electron that is in the band state belonging to the current $k$. The manuscript does not show that the electron stays in that state after a sudden switch, and to the accuracy needed for an acceleration it does not. How does the electron accelerate at first, and in what sense does $F/m^*$ survive?

I use Hartree atomic units, so $\hbar=1$ and the bare mass is 1. The lattice potential $V(x)$ is rigid and has period $a$; $G=2\pi/a$. There is no scattering and there are no other electrons. The electron is initially in a Bloch state of band $n$, prepared without the force, and this band is not degenerate at the initial $k$.

\section{The equation of motion}

For $t>0$ the Hamiltonian is $p^2/2+V(x)-Fx$. Write the wave function as
\begin{equation}
\psi(x,t)=e^{i(k+Ft)x}\,u(x,t).
\end{equation}
The time derivative of the exponential contributes $i(iFx)u=-Fxu$ to $i\partial_t\psi$, which cancels the potential $-Fx$ on the other side. Moving $p$ through the exponential replaces it by $p+k+Ft$. What remains is
\begin{equation}
i\,\partial_t u=H(t)u,\qquad H(t)=\tfrac12(p+k+Ft)^2+V(x).
\label{ham}
\end{equation}
This operator is lattice-periodic, so $u$ stays periodic. The crystal momentum is thus $k+Ft$ from the start, whatever the mass. That statement concerns the exponential factor and says nothing yet about $u$.

The velocity operator is $p+k+Ft$. Its expectation value changes at the rate
\begin{equation}
\dot v=F+i\langle[H,p]\rangle=F-\langle V'\rangle,
\label{ehr}
\end{equation}
because the kinetic term commutes with $p$ and $[V,p]=iV'$. The electron feels the applied force and the lattice force, and it responds to their sum with its bare mass.

Before the switch the state is stationary, so $\langle p\rangle$ is constant, and (\ref{ehr}) with $F=0$ gives $\langle V'\rangle=0$. No inversion symmetry is needed. The wave function cannot jump when a finite force is switched on, so $\langle V'\rangle$ is still zero just afterwards and
\begin{equation}
\dot v(0^+)=F .
\label{bare}
\end{equation}
This already contradicts (\ref{claim}) whenever $m^*\neq1$. An effective mass different from 1 requires a mean lattice force, and the lattice can supply one only after the electron's distribution within the cell has changed.

\section{The response to first order in the force}

Let $u_m$ and $E_m$ be the eigenfunctions and energies of $H$ at the initial $k$, normalized over a cell. Define
\begin{equation}
\omega_m=E_m-E_n,\qquad p_{mn}=\langle u_m|p|u_n\rangle,\qquad s_m=\frac{2|p_{mn}|^2}{\omega_m}.
\end{equation}
The frequencies carry a sign: $\omega_m$ and $s_m$ are negative for bands below band $n$. For $m\ne n$ the operators $p$ and $p+k$ have the same matrix element, since $u_m$ and $u_n$ are orthogonal.

Expanding (\ref{ham}) gives the perturbation $Ft(p+k)+F^2t^2/2$. Its second part is a number and changes only the phase. Put
\begin{equation}
u(t)=e^{-iE_nt}\Big[c_n u_n+\sum_{m\ne n}b_m(t)u_m\Big].
\end{equation}
To first order $c_n$ acquires a phase but keeps modulus 1. In the equation for $b_m$, which is itself of first order, $c_n$ may be set to 1:
\begin{equation}
i\dot b_m=\omega_m b_m+Ft\,p_{mn},\qquad b_m(0)=0 .
\end{equation}
Try a particular solution $\alpha t+\beta$. The terms proportional to $t$ give $\alpha=-Fp_{mn}/\omega_m$. The constant terms give $i\alpha=\omega_m\beta$, so $\beta=-iFp_{mn}/\omega_m^2$. Adding the homogeneous solution $Ce^{-i\omega_mt}$ with $C=-\beta$ satisfies the initial condition:
\begin{equation}
b_m=-\frac{Fp_{mn}}{\omega_m}\,t-\frac{iFp_{mn}}{\omega_m^2}+\frac{iFp_{mn}}{\omega_m^2}\,e^{-i\omega_mt}.
\label{b}
\end{equation}

The three terms have separate meanings. The first is the change of the band state itself: perturbation theory in $k$ gives $u_{n,k+\delta}=u_n-\delta\sum_m(p_{mn}/\omega_m)u_m$, here with $\delta=Ft$. The second is a constant interband admixture induced by the force. The third is present because the initial state lacked that admixture.

With $v_n$ the initial velocity, the mean velocity to first order is
\begin{equation}
v(t)=v_n+Ft+2\,\mathrm{Re}\sum_{m\ne n}b_m\,p_{mn}^* .
\end{equation}
The second term of (\ref{b}) gives an imaginary product and drops out. In the third, $\mathrm{Re}(ie^{-i\omega_mt})=\sin\omega_mt$. Hence
\begin{equation}
v(t)=v_n+F\Big[t-\sum_m s_m t+\sum_m\frac{s_m}{\omega_m}\sin\omega_mt\Big].
\label{v1}
\end{equation}

The effective mass follows from the same matrix elements. Changing $k$ by $\delta$ adds $\delta(p+k)+\delta^2/2$ to the Hamiltonian, and second-order perturbation theory gives
\begin{equation}
E_n(k+\delta)=E_n+\delta v_n+\frac{\delta^2}{2}-\delta^2\sum_m\frac{|p_{mn}|^2}{\omega_m}.
\end{equation}
The coefficient of $\delta^2/2$ is the curvature of the band, so
\begin{equation}
\frac1{m^*}=1-\sum_m s_m .
\label{mass}
\end{equation}
Inserting this in (\ref{v1}) and differentiating yields
\begin{equation}
\boxed{\;\frac{\dot v(t)}{F}=\frac1{m^*}+\sum_{m\ne n}s_m\cos\omega_mt\;}
\label{main}
\end{equation}
At $t=0$ the sum rule (\ref{mass}) makes the right side equal to 1, in agreement with (\ref{bare}). Averaged over a time $T$, each cosine becomes $\sin(\omega_mT)/(\omega_mT)$, which is small once $|\omega_m|T\gg1$. The effective mass therefore describes the mean acceleration over many interband periods.

\section{Where the three-line argument goes wrong}

The velocity in (\ref{v1}) differs from the author's $v_n+Ft/m^*$ by a bounded oscillation of order $F s_m/\omega_m$. Once $|\omega_m|t\gg|s_mm^*|$ this is small compared with the growing term, and $v=dE/dk$ is a good approximation for the velocity. Near an inflection point of the band, where $1/m^*\to0$, there is no growing term to compare with, and $v=dE/dk$ holds only up to this bounded oscillation. Even then it may not be differentiated to obtain the instantaneous acceleration: the derivative of the small, fast term is $Fs_m\cos\omega_mt$, of the same order in $F$ as $F/m^*$.

The cause can be isolated by changing the initial state. Start from
\begin{equation}
u(0)=u_n-iF\sum_{m\ne n}\frac{p_{mn}}{\omega_m^2}\,u_m .
\label{dressed}
\end{equation}
Then $C=0$, the third term of (\ref{b}) is absent, and $\dot v=F/m^*$ from the start. Equation (\ref{ehr}) confirms this. From $[H,p]=iV'$ one finds $\langle u_n|V'|u_m\rangle=i\omega_mp_{mn}^*$, so the admixture produces
\begin{equation}
\langle V'\rangle=2\,\mathrm{Re}\sum_m\Big(\!-\frac{iFp_{mn}}{\omega_m^2}\Big)i\omega_mp_{mn}^*=F\sum_ms_m=F\Big(1-\frac1{m^*}\Big),
\end{equation}
and $F-\langle V'\rangle=F/m^*$. The author's equation (\ref{claim}) is thus right for an electron already adapted to the force, and wrong for one prepared without it.

The first departure from bare-mass motion has a mechanical reading. Expanding the cosines in (\ref{main}) gives $1-\frac12t^2\sum_m2|p_{mn}|^2\omega_m$. The sum is a double commutator at $F=0$:
\begin{align}
\langle[p,[H,p]]\rangle&=2\langle pHp\rangle-\langle p^2H\rangle-\langle Hp^2\rangle\nonumber\\
&=2\langle p(H-E_n)p\rangle=\sum_m2|p_{mn}|^2\omega_m .
\end{align}
It also equals $[p,iV']=V''$, averaged over the state. Therefore
\begin{equation}
\frac{\dot v}{F}\simeq1-\tfrac12\langle V''\rangle t^2 .
\label{short}
\end{equation}
This expansion needs a potential smooth enough for the sum to converge; for a comb of delta functions $\langle V''\rangle$ diverges and the departure from 1 grows roughly as $t^{3/2}$. At first, while $|\omega_m|t\ll1$, the force shifts the electron density rigidly by $d=Ft^2/2$, relative to its force-free evolution. The shifted density meets the mean lattice force $-\langle V''\rangle d$, which is the correction in (\ref{short}).

\section{The author's case in numbers}

Take $V=-V_0\cos Gx$ with $a=6$ bohr, $V_0=0.2$ hartree and $F=10^{-5}$ hartree/bohr, a field strength of $5.1\times10^6$ V/m. These are round model parameters. At the top of band 1, $k=G/2$, the curvature gives $1/m^*=-1.865$, or $m^*=-0.536$. The strengths add up to $2.865$, and one transition, to band 2, carries $2.855$ of this. Its frequency is $0.1984$ hartree (5.40 eV) and its period $31.7$ a.u. (0.77 fs).

The initial acceleration is $-1.865+2.865=1.000$ in units of $F$: the electron sets off along the force, although its effective mass is negative. Since no band lies below band 1, no $s_m$ is negative (those to bands of the same parity as band 1, such as band 3, vanish here), and (\ref{main}) cannot exceed its initial value or fall below $-1.8654-2.8654=-4.7308$. The integrated Schr\"odinger equation gives the extremes $1.000$ and $-4.730$, and a mean of $-1.865$ over five main periods.

If the whole strength is assigned to the main frequency $\omega$, the acceleration vanishes when $\cos\omega t=1.865/2.865=0.651$. This gives $\omega t=0.862$ and $t=4.34$ a.u., the value found numerically (0.105 fs). The velocity change returns to zero when $\sin(\omega t)/(\omega t)=0.651$, or $\omega t\simeq1.535$ and $t\simeq7.74$ a.u.; the numerical value is $7.71$ a.u. (0.186 fs). Only after that does the electron move against the force.

Little probability is involved. From $s=2|p_{mn}|^2/\omega$ one has $|p_{mn}|=(2.855\times0.1984/2)^{1/2}=0.53$. The last two terms of (\ref{b}) together have a modulus of at most $2F|p_{mn}|/\omega^2\simeq2.7\times10^{-4}$, a probability of about $7\times10^{-8}$. The effect on the acceleration is large because it comes from interference with $u_n$, which is linear in the amplitude, and $F/m^*$ is itself linear in $F$. When the small constant admixture in (\ref{dressed}) is supplied at the outset, the computed $\dot v/F$ stays between $-1.8654$ and $-1.8651$.

The bottom of band 2, at the same $k$, has $1/m^*=3.830$. The transition down to band 1 has $s=-2.855$, and the higher bands contribute $+0.025$ in total. The start is $3.830-2.855+0.025=1.000$, and the acceleration rises to $6.71$. Here the start is not the minimum: when the main cosine is near 1 and those of the higher bands are near $-1$, (\ref{main}) approaches $3.830-2.855-0.025=0.950$. The computed minimum is $0.951$.

At the bottom of band 1 the effect is milder. There $1/m^*=0.784$, and $\dot v/F$ swings between $0.568$ and $1.000$ with a main period of $0.26$ fs.

\section{The weak-lattice limit}

A limiting case shows that (\ref{claim}) cannot hold at the first instant. For small $V_0$, keep the two plane waves $e^{\pm iGx/2}$ at the zone boundary. They have equal kinetic energy and are coupled by $-V_0/2$. The eigenstates are their even and odd combinations, split by $\omega=V_0$, with the even one lower. Since $p$ has the values $\pm G/2$ in the two plane waves, its matrix element between the combinations has modulus $G/2$. For the lower state $s=2(G/2)^2/V_0=G^2/(2V_0)$, and
\begin{equation}
\frac1{m^*}=1-\frac{G^2}{2V_0},\qquad
\frac{\dot v}{F}=1-\frac{G^2}{2V_0}\,(1-\cos V_0t).
\label{two}
\end{equation}
With $G=1.047$ and $V_0=0.2$ this gives $s=2.74$ and $1/m^*=-1.74$, near the full values $2.86$ and $-1.87$.

As $V_0\to0$ the inverse effective mass diverges. Equation (\ref{claim}) would give an ever larger acceleration against the force in an ever weaker lattice. By (\ref{two}), at fixed $t$ with $V_0t\ll1$,
\begin{equation}
\frac{\dot v}{F}\simeq1-\tfrac14G^2V_0t^2\;\longrightarrow\;1,
\end{equation}
as it must for a free electron. The time needed to establish the effective mass, of order $1/V_0$, diverges together with $1/m^*$. For (\ref{two}) to hold over times of order $1/V_0$, $F$ must be small enough that $GFt\ll V_0$ throughout; otherwise the electron leaves the region of the gap while the two states are still exchanging amplitude.

\section{How sudden is sudden?}

Let the force vary in time, starting from zero. Build it from small steps $F'(t')\,dt'$. To first order the responses add, and each step acts on the same stationary state, so (\ref{main}) applies to each with $t$ replaced by $t-t'$:
\begin{equation}
\dot v(t)=\frac{F(t)}{m^*}+\sum_ms_m\int_0^tF'(t')\cos\omega_m(t-t')\,dt' .
\label{general}
\end{equation}
The ringing is driven by changes of the force. For a linear rise to $F$ during a time $T$, $F'=F/T$, and for $t>T$
\begin{align}
\frac1T\int_0^T\!\cos\omega_m(t-t')\,dt'&=\frac{\sin\omega_mt-\sin\omega_m(t-T)}{\omega_mT}\nonumber\\
&=\frac{\sin(\omega_mT/2)}{\omega_mT/2}\,\cos\omega_m\Big(t-\frac T2\Big).
\end{align}
Each amplitude is reduced by the first factor, whose modulus is at most $2/(|\omega_m|T)$. It vanishes for a rise lasting a whole number of periods of that transition.

At the top of band 1, a rise over half a main period gives the factor $2/\pi=0.637$ and a main amplitude of $0.637\times2.855=1.82$. Over 2.5 periods (1.9 fs) the factor has modulus $1/(2.5\pi)=0.127$, and the amplitude is $0.36$. The computed half swings are $1.818$ and $0.364$, against $2.865$ for the sudden force. During the rise, (\ref{general}) gives the ringing term $(F/T)\sum_m(s_m/\omega_m)\sin\omega_mt$. Relative to $F(t)=Ft/T$ each term is at most $|s_m|/(|\omega_m|t)$, so it is small compared with $F(t)/m^*$ once $|\omega_m|t\gg|s_mm^*|$; the manuscript's equation with $F$ replaced by $F(t)$ is then a good approximation. At the very start of the rise it is not: $\sin\omega_mt\simeq\omega_mt$ gives $\dot v=F(t)$, the bare-mass value again.

\section{A wave packet}

The sum in (\ref{main}) does not decay, because a single Bloch state has fixed frequencies. A packet with weights $|g(k)|^2$ behaves differently. The velocity and $V'$ do not connect different crystal momenta, so $\dot v$ is the average of the single-$k$ results, and the cosines drift out of step.

Near the zone boundary, at $k=G/2+q$, the two plane waves of the previous model differ in kinetic energy by $Gq$. Their splitting is
\begin{equation}
\omega(q)=\sqrt{V_0^2+G^2q^2}\simeq V_0+\tfrac12\omega''q^2,\qquad \omega''=\frac{G^2}{V_0}.
\end{equation}
For Gaussian weights of standard deviation $\sigma$, and with the variation of $s$ neglected, the average of $e^{i\omega''q^2t/2}$ is $(1-i\omega''\sigma^2t)^{-1/2}$. The ringing amplitude therefore falls as
\begin{equation}
\big[1+(\omega''\sigma^2t)^2\big]^{-1/4}.
\label{fade}
\end{equation}

A packet at the top of band 1 with $\sigma=0.04$ bohr$^{-1}$ was propagated in real space under the potential $-Fx$, with $F=2\times10^{-6}$ hartree/bohr. It starts with $\dot v/F=1.000$, while its average of $1/m^*$ is $-1.70$. The half swing falls from $2.68$ in the first 40 a.u. to $1.73$ in the last 40 of 300 a.u., a ratio of $0.64$. For comparison, $\omega''\sigma^2=5.48\times0.0016=0.0088$ per a.u.; (\ref{fade}) gives $0.99$ at $t=20$ and $0.61$ at $t=280$, a ratio of $0.62$. The packet settles towards its averaged effective-mass response through dephasing, without any scattering.

\section{Limits of the corrected result}

Equation (\ref{bare}) needs no expansion in $F$. Equation (\ref{main}) does, and at fixed $F$ it fails at late times, because $k$ drifts and the mass and frequencies drift with it. If the lattice has inversion symmetry and each band component follows the drifting $k$, the phase of the ringing is $\int\omega_m(k+Ft')\,dt'$, which differs from $\omega_mt$ by
\begin{equation}
\tfrac12\omega_m'Ft^2+\tfrac16\omega_m''F^2t^3+\dots
\end{equation}
This must stay well below 1. At a general $k$ the first term sets the limit. At a band edge $\omega_m'=0$ by symmetry. In the cosine lattice, inversion maps $F$ to $-F$ and the band-edge state onto itself, so $\dot v/F$ is even in $F$ and its error grows as $F^2$: over five main periods at the top of band 1 its largest value is $0.032$ for $F=5\times10^{-5}$ and $0.126$ for $10^{-4}$ hartree/bohr, close to a factor of 4. For the larger force, $t=158$ a.u. and $\omega''=5.48$ give a phase error of $0.036$. (The value $5.48$ is that of the two-wave model; the full bands give $5.70$.) Multiplied by the amplitude $2.86$ this is $0.10$, the rough scale of its effect. The phase error acts through $\sin\omega t$ and so has almost no effect at exactly five periods. The largest error occurs near $t=153$ a.u., where the phase error contributes about $0.09$ and the drift of $1/m^*$ about $0.03$. At $F=10^{-5}$ the error is $0.0013$. The numerical output below gives the remaining comparisons, including one at a general $k$ in a lattice without inversion symmetry. There $\dot v/F$ is averaged over runs with $+F$ and $-F$, which removes the corrections linear in $F$, so the printed error tests the first-order formula and does not measure the drift error at fixed $F$.

The manuscript should restrict (\ref{claim}) to forces that rise slowly on the interband time scale, at times many interband periods after the rise begins, or to accelerations averaged over many interband periods. If $m^*$ is taken at the initial $k$, the drift of $k$ must also stay small enough that $m^*$ hardly changes. Its statement about the first instant should be withdrawn: the electron at the band top first moves along the force.

\section*{Computed values}
\begin{verbatim}
lattice constant 6.0 bohr, V0 0.20 hartree
force 1.0e-05 hartree/bohr = field strength 5.142e+06 V/m
bottom of band 1: k = 0.0000 1/bohr
  m* = 1.2756, 1/m* = 0.7839 (bare mass = 1)
  main interband frequency 0.5768 hartree = 15.696 eV
  main period 10.89 a.u. = 0.263 fs
  main strength s 0.2160, sum of all s 0.2161
  propagated a/F: start 1.0000, min 0.5679, max 1.0000
  mean a/F over 5 periods 0.7839
  largest formula error in a/F 2.3e-05
top of band 1: k = 0.5236 1/bohr
  m* = -0.5361, 1/m* = -1.8654 (bare mass = 1)
  main interband frequency 0.1984 hartree = 5.397 eV
  main period 31.68 a.u. = 0.766 fs
  main strength s 2.8554, sum of all s 2.8654
  propagated a/F: start 1.0000, min -4.7302, max 1.0000
  mean a/F over 5 periods -1.8653
  largest formula error in a/F 1.3e-03
  acceleration reverses at 4.34 a.u. = 0.105 fs
  velocity change back to 0 at 7.71 a.u. = 0.186 fs
bottom of band 2: k = 0.5236 1/bohr
  m* = 0.2611, 1/m* = 3.8304 (bare mass = 1)
  main interband frequency 0.1984 hartree = 5.397 eV
  main period 31.68 a.u. = 0.766 fs
  main strength s -2.8554, sum of all s -2.8304
  propagated a/F: start 1.0000, min 0.9508, max 6.7074
  mean a/F over 5 periods 3.8303
  largest formula error in a/F 1.5e-03
general k, skew lattice: start a/F 1.0000, error 4.2e-05
top of band 1: mean V'' 0.12707 hartree/bohr^2, from early a(t) 0.12699
dressed start, top of band 1: a/F from -1.8654 to -1.8651
half swing of a/F, sudden force: 2.8651
  ramp of 0.1 main periods: half swing 2.8107
  ramp of 0.5 main periods: half swing 1.8180
  ramp of 2.5 main periods: half swing 0.3637
force 5e-05 hartree/bohr: largest error in a/F 0.0323
force 1e-04 hartree/bohr: largest error in a/F 0.1256
packet: spread in k 0.04 1/bohr, force 2e-06 hartree/bohr
  start a/F 1.0000, packet mean of 1/m* -1.6969
  half swing, first 40 a.u.: 2.6839
  half swing, last 40 of 300 a.u.: 1.7274
  largest error of the k-averaged formula 9.8e-03
\end{verbatim}
